# Reading a Schottky Barrier from the First Semiconductor Layer

**The argument under comment**

The argument concerns a computed metal-semiconductor interface. Its author projects the density of states (DOS) on the first semiconductor layer, takes the lowest energy above the Fermi level at which this DOS exceeds a small threshold, and calls the result the n-type barrier. The defence is that a barrier is an interface property and must be read at the interface; deeper layers, it is said, describe the bulk. If the gap looks blurred, the author falls back on the average potential of the first layer and adds the bulk distance from potential to band edge.

One part of this is right: the barrier does depend on the interface, through the charge rearranged there. But is the energy read in the first layer the energy at which electrons begin to propagate into the semiconductor? I examine the two readings in turn, for an undoped semiconductor half-space at zero temperature, in mean field, with the Fermi level $E_F=0$ inside the gap.

**What the barrier is**

Far from the contact the interface charge has died out and the potential is constant. The Hamiltonian there is the bulk one, rigidly shifted. Let $V$ be the cell-averaged reference potential energy of an electron, and $V_{\rm deep}$ its value in that region. States propagate into the semiconductor from the energy

$$\Phi_n=V_{\rm deep}+(E_c-V)_{\rm bulk}-E_F. \tag{1}$$

The bracket comes from a separate bulk calculation. The zero of $V$ is a convention: if $V$ is redefined as $V+c$ in both calculations, the first term gains $c$ and the bracket loses it. The cancellation requires the same definition, and the same strain, in both.

To see what the first layer does instead, I use a model in which each step can be written out. It represents no particular material. Planes are stacked along $z$, and the in-plane wavevector $\mathbf k$ (dimensionless components) is conserved. The metal has one orbital per plane, with energy $-0.4-0.6(\cos k_x+\cos k_y)$ eV and hopping $t_m=2.0$ eV between planes. A semiconductor layer is a cell of two planes, A and B, joined by a strong bond

$$t_1(\mathbf k)=2.0+0.3\,(2-\cos k_x-\cos k_y)\ \text{eV};$$

neighbouring cells are joined by a weak bond $t_2=1.4$ eV. The contact bond, from the last metal plane to the first A plane, is 1.4 eV.

With constant $V$, the amplitudes in cell $n$ obey

$$(E-V)A_n=t_1B_n+t_2B_{n-1},\qquad (E-V)B_n=t_1A_n+t_2A_{n+1}.$$

Insert $A_n=Ae^{iqan}$ and $B_n=Be^{iqan}$, with $a$ the cell length:

$$(E-V)A=(t_1+t_2e^{-iqa})B,\qquad (E-V)B=(t_1+t_2e^{iqa})A.$$

Multiplying the two equations and dividing by $AB$ gives

$$(E-V)^2=t_1^2+t_2^2+2t_1t_2\cos qa. \tag{2}$$

The right side is smallest at $qa=\pi$, where it equals $(t_1-t_2)^2$, and $t_1$ is smallest at $\mathbf k=0$. The band edges are therefore $V\pm\Delta$ with $\Delta=2.0-1.4=0.6$ eV. So $(E_c-V)_{\rm bulk}=0.6$ eV and the gap is 1.2 eV.

**First objection: the first layer has no band edge**

An infinite crystal has no states in the gap, because a solution of (2) with complex $q$ grows in one direction. At a contact the growing side is replaced by metal, and the decaying solution is allowed. Put $q=\pi/a+i\kappa$. Since $\cos(\pi+i\kappa a)=-\cosh\kappa a$,

$$\cosh\kappa a=\frac{t_1^2+t_2^2-(E-V)^2}{2t_1t_2}. \tag{3}$$

The amplitude in successive cells is multiplied by $-e^{-\kappa a}$. In this model each $\mathbf k$ and each gap energy has one incoming metal wave, which continues into one decaying solution. Where the potential is flat, the layer DOS of that channel thus falls by the factor $e^{-2\kappa a}$ per cell.

For the first case treated below, $V_{\rm deep}=0.1206$ eV. At $E_F$ and $\mathbf k=0$,

$$\cosh\kappa a=\frac{4.00+1.96-0.0145}{5.60}=1.0617,\qquad \kappa a=0.3495,\qquad e^{-2\kappa a}=0.497.$$

The DOS computed from the Green function of the full contact falls by the same factor, 0.497, between two deep layers.

The tail is longest where the edge is being sought. Using $t_1^2+t_2^2=\Delta^2+2t_1t_2$ at $\mathbf k=0$, (3) becomes

$$\cosh\kappa a-1=\frac{\Delta^2-(E-V)^2}{2t_1t_2}.$$

At a small energy $\delta$ below the conduction edge, $E-V=\Delta-\delta$ and the numerator is $2\Delta\delta$ to leading order. With $\cosh x-1\simeq x^2/2$,

$$\kappa a\simeq\sqrt{\frac{2\Delta\delta}{t_1t_2}}. \tag{4}$$

For $\delta=0.01$ eV this is $\sqrt{0.012/2.8}=0.065$, so the density needs $1/(2\kappa a)\approx 8$ cells to fall by a factor $e$. Metal tails and true band states join without a step in the first layer.

Summed over $\mathbf k$, the DOS at $E_F$ in layers 1, 2, 3 and 4 is 0.101, 0.033, 0.011 and 0.004 states/eV (per surface cell, both spins). The first ratio is 0.32, below 0.497, and the reason lies in (3). With $\varepsilon=E-V$,

$$\frac{\partial\cosh\kappa a}{\partial t_1}=\frac{1}{2t_2}\left(1-\frac{t_2^2-\varepsilon^2}{t_1^2}\right)>0\quad\text{for }t_1>t_2,$$

so channels away from $\mathbf k=0$ have larger $t_1$ and die sooner. Deep inside, those near $\mathbf k=0$ remain. There $\kappa a\simeq\kappa_0a+\beta k^2$, and for a smooth channel weight

$$\int d^2k\,e^{-2l(\kappa_0a+\beta k^2)}\propto \frac{e^{-2\kappa_0al}}{l}$$

at large layer number $l$. Used as a rough estimate already between layers 6 and 12, this form gives a mean factor per layer of $0.497\times(6/12)^{1/6}=0.443$. The computed DOS falls from $6.05\times10^{-4}$ to $4.12\times10^{-6}$ states/eV when $G$ is evaluated at an imaginary energy of $10^{-6}$ eV. About 7% of the second value is an artefact of that imaginary energy; without it the value is $3.82\times10^{-6}$ states/eV, and the mean factor is 0.430.

Could the gap states belong to the semiconductor surface itself? Cut the contact bond and take a flat potential. The first A plane then has no left neighbour, which is the condition $B_0=0$ on the bulk equations. In a decaying solution $B_n$ is a constant times a power of one factor, so $B_0=0$ forces all $B_n=0$. The A equations then require $E=V$, and the B equations give $A_{n+1}=-(t_1/t_2)A_n$, which grows because $t_1>t_2$. There is no surface state. With the actual, non-flat potential held fixed, cutting the bond lowers the first-layer DOS at $E_F$ from 0.101 to $2.5\times10^{-7}$ states/eV. Even this remainder is not a physical state: it comes from the small imaginary energy, $10^{-6}$ eV, at which $G$ is evaluated. A remainder of similar size, $3\times10^{-7}$ states/eV, is the part removed from the layer-12 value above. The gap states in this model come from the coupling to the metal.

**Second objection: the first-layer potential has not settled**

The fallback replaces $V_{\rm deep}$ in (1) by the first-layer average $V_1$. To judge it one needs the charge and the potential it produces.

*Charge.* Let $G(z)=(z-H)^{-1}$. For one level at energy $e\neq0$,

$$\frac1\pi\int_0^\infty{\rm Re}\,\frac{1}{iy-e}\,dy=-\frac1\pi\int_0^\infty\frac{e\,dy}{y^2+e^2}=-\frac12\,{\rm sgn}\,e .$$

Adding $\tfrac12$ gives 1 for a level below $E_F=0$ and 0 above. Weight each eigenstate by its density on plane $i$, use completeness for the constant term, and count two spins:

$$n_i=1+\frac2\pi\int_0^\infty{\rm Re}\,G_{ii}(iy)\,dy, \tag{5}$$

averaged over $\mathbf k$. For a chain with plane energies $\varepsilon_i$ and bonds $h_i$ between planes $i$ and $i+1$, column $i$ of $(z-H)G=1$ reads, at a plane $j$ left of $i$,

$$(z-\varepsilon_j)G_{ji}-h_{j-1}G_{j-1,i}-h_jG_{j+1,i}=0.$$

Suppose everything left of $j$ has been eliminated, so that $h_{j-1}G_{j-1,i}=L_jG_{ji}$. Then $G_{ji}=h_jG_{j+1,i}/(z-\varepsilon_j-L_j)$, and the same form holds one plane further on. Treating the right side likewise,

$$L_{j+1}=\frac{h_j^2}{z-\varepsilon_j-L_j},\qquad R_{j}=\frac{h_{j}^2}{z-\varepsilon_{j+1}-R_{j+1}},\qquad G_{ii}=\frac{1}{z-\varepsilon_i-L_i-R_i}. \tag{6}$$

The recursion starts from half-spaces at constant potential. In the metal, $L$ reproduces itself, so $L^2-(z-\varepsilon)L+t_m^2=0$. In the semiconductor, the end function $g$ of a half-space that begins with a strong bond satisfies, with $w=z-V_{\rm deep}$,

$$g=\frac{1}{w-t_1^2/(w-t_2^2g)}\ \Rightarrow\ t_2^2w\,g^2-(w^2+t_2^2-t_1^2)\,g+w=0,$$

and the closing term is $R=t_2^2g$. In both quadratics the root that vanishes at large $|z|$ is the physical one. The layer DOS used above is $-(2/\pi)\,{\rm Im}(G_{AA}+G_{BB})$ just above the real axis.

*Potential.* Let $\delta n_j$ be the excess electrons on plane $j$ per surface cell of area $A_s$, relative to the bulk filling: 1 per semiconductor plane, 1.0645 per metal plane. With electrostatic potential $\phi$ and electron energy $U=-e\phi$, Poisson's equation $\phi''=-\rho/\epsilon_0$ with $\rho=-(e/A_s)\sum_j\delta n_j\,\delta(z-z_j)$ gives

$$U''=\frac{e\rho}{\epsilon_0}=-\frac{e^2}{\epsilon_0A_s}\sum_j\delta n_j\,\delta(z-z_j).$$

The slope of $U$ drops by $e^2\delta n_j/(\epsilon_0A_s)$ at plane $j$ and is zero deep in the undoped semiconductor. Between planes $i$ and $i+1$ it must therefore equal the sum of the drops still to come. With plane spacing $d$,

$$U_{i+1}-U_i=C\sum_{j>i}\delta n_j,\qquad C=\frac{e^2d}{\epsilon_0A_s}. \tag{7}$$

For $d=2.0$ Å and $A_s=16$ Å$^2$, $C=22.6$ eV per electron. Equations (5) and (7) are solved together, with $U=0$ deep in the metal.

Number the semiconductor planes $1,2,3,\dots$ from the contact. Summing (7) outward from plane $m$, each charge $\delta n_j$ with $j>m$ is counted in $j-m$ steps:

$$U_\infty-U_m=C\sum_{j>m}(j-m)\,\delta n_j .$$

The first layer contains planes 1 and 2, so $V_{\rm deep}-V_1$ is the mean of this expression for $m=1$ and $m=2$. Plane 2 enters with weight $\tfrac12$, and a plane $j\ge3$ with $\tfrac12[(j-1)+(j-2)]=j-\tfrac32$; both are covered by

$$V_1-V_{\rm deep}=-C\sum_{j\ge2}\left(j-\tfrac32\right)\delta n_j. \tag{8}$$

This is the error of the fallback. It is the dipole moment of the charge that lies beyond the middle of the first layer, and that charge sits in the metal tails and in the semiconductor's own polarization. It vanishes if this moment vanishes, which nothing in the general argument guarantees.

**Two contacts, layer by layer**

Let the semiconductor midgap lie at $+0.4$ eV before charge is allowed to move. The bare barrier is $0.4+0.6=1.0$ eV. At self-consistency the semiconductor has lost 0.0116 electrons per surface cell, and its deep potential has shifted by $-0.2794$ eV. Equation (1) gives

$$\Phi_n=(0.4-0.2794)+0.6=0.7206\ \text{eV}\quad(1.155\times10^{-19}\ \text{J}).$$

In the second contact the bare midgap lies at $-0.4$ eV. The semiconductor gains 0.0089 electrons, the deep shift is $+0.3886$ eV, and $\Phi_n=-0.4+0.3886+0.6=0.5886$ eV. Aligning at successive layers gives, in eV:

| Layer used | Midgap $+0.4$ | Midgap $-0.4$ |
|---|---|---|
| 1 | 0.7540 | 0.5264 |
| 2 | 0.7245 | 0.5772 |
| 4 | 0.7208 | 0.5874 |
| 6 | 0.7206 | 0.5885 |
| 12 | 0.7206 | 0.5886 |

Relative to the deep value, the first layer errs by $+33$ meV in one contact and $-62$ meV in the other. The sign changes, so no constant correction repairs the method. By (8), the moments responsible are $-0.0334/22.6=-0.0015$ and $+0.0622/22.6=+0.0028$ electron spacings. Very little charge is needed, because $C$ is large.

The damage is greater for trends. The bare barriers differ by 0.8 eV and the true ones by $0.7206-0.5886=0.132$ eV, a response of 0.165. First-layer alignment gives $0.7540-0.5264=0.228$ eV, a response of 0.28. An author who studied how strongly the Fermi level is pinned would overstate the response by a factor of 1.7. These sizes hold for $V_1$ taken as the mean of the two plane values. If the piecewise-linear $U(z)$ is instead averaged over one cell length centred on the layer, the errors become $+48$ and $-73$ meV and the factor 1.9, while the deep value is the same under both definitions.

Is the deep value the barrier, or another convention? The eigenstates of a long slab with the same self-consistent potential decide. The lowest state above $E_F$ that resides mainly deep in the semiconductor lies at 0.7208 eV in the first contact and 0.5889 eV in the second. Both agree with (1) to 0.3 meV and lie slightly high, as confinement in a finite slab requires. This tests the alignment, not the charge. The charge was tested separately, for the first contact: on the semiconductor planes, (5) and a sum over the eigenstates of a long finite chain, filled with a 0.02 eV smearing to suppress the discreteness of its levels, differ by at most $1.2\times10^{-5}$ electrons. Enlarging the self-consistent region changes that barrier by less than 0.01 meV.

**The threshold reading, near and deep**

In the first contact, thresholds of 0.02, 0.05 and 0.10 states/eV all give an edge at 0.000 eV in layer 1: each is already exceeded at $E_F$. The last is exceeded narrowly, by 0.101 against 0.10, so a slightly higher threshold would return some other number. The zero does not mean an ohmic contact; it means that the procedure found no edge.

Going deeper removes the false zero but does not make the threshold harmless. In layer 12 the readings are 0.740, 0.765 and 0.860 eV, above the barrier by 0.02, 0.04 and 0.14 eV. The last is not converged in the $\mathbf k$ mesh: a denser in-plane integration lowers it by about 0.01 eV, to 0.13 eV above the barrier. An upward bias is expected, because a three-dimensional band starts with zero DOS. Expanding (2) about the edge with $qa=\pi+p$,

$$E-E_c\simeq\frac{t_1t_2}{2\Delta}\,p^2+\frac{0.3}{2}\,k^2=2.33\,p^2+0.15\,k^2\ \text{(eV)}.$$

The number of states per cell below $\epsilon=E-E_c$ is $2/(2\pi)^3$ times the volume of this ellipsoid, $\tfrac{4\pi}{3}\epsilon^{3/2}/(0.15\sqrt{2.33})$. Its derivative is

$$D(\epsilon)=\frac{\sqrt{\epsilon}}{2\pi^2\,(0.15)\sqrt{2.33}}\approx0.22\sqrt{\epsilon}\ \ \text{states/eV},\quad \epsilon\text{ in eV}.$$

The three thresholds would then be reached 0.01, 0.05 and 0.2 eV above the edge. The readings also rise with the threshold, but less steeply. Exact agreement is not to be expected: the formula keeps only the parabolic part of the band and describes an infinite crystal, whereas layer 12 lies at a finite distance from a contact that reflects waves. The exact DOS of the infinite crystal, from (2) without expansion, reaches the thresholds 0.008, 0.045 and 0.141 eV above the edge. Non-parabolicity thus accounts for most of the shortfall at the highest threshold, while the excess at the lowest (0.019 against 0.008 eV) comes from the finite depth and shrinks to 0.012 eV in layer 18. A deep DOS is a useful check that a gap has opened. The edge itself should come from (1).

**What a corrected calculation must show, and where it fails**

The author should give the averaged potential against depth, show that it has levelled off, and add the bulk edge to the plateau. In these two contacts the fourth layer is within about 1 meV of the plateau. That count belongs to this model: by (3), a smaller gap relative to the bonds means longer tails and a thicker slab.

Three conditions limit the recipe. In a doped semiconductor the potential bends over the depletion length, so "deep" must mean beyond the interface charge yet well inside that length; if the two lengths are comparable, there is no plateau and (1) has no unique $V_{\rm deep}$. In a thin slab with a residual field, the potential is a slope, which must be extrapolated back to the interface or removed. Finally, alignment transfers the bulk edge faithfully, including its errors: if the mean-field theory places $E_c-V$ too low by some amount, $\Phi_n$ is too low by the same amount for a given $V_{\rm deep}$, however deep the layer. The model also leaves out atomic relaxation, exchange and correlation, and the variation of the potential within a plane, so its barriers illustrate the procedure and predict no real contact.

The numerical output lists the aligned barriers for both contacts, and the layer DOS and threshold readings for the first.

## Computed results

```
metal: level -0.4, hop 2.0, in-plane 0.3 eV
semiconductor bonds: strong 2.0, weak 1.4 eV
in-plane dispersion of strong bond: 0.3 eV
contact bond: 1.4 eV
plane spacing 2.0 A, cell area 16.0 A^2
sheet energy e^2 d/(eps0 A): 22.619 eV per electron
bulk metal filling: 1.0645 electrons per site
bulk E_c - V: 0.6000 eV; bulk gap: 1.2000 eV
--- bare midgap offset +0.4 eV ---
bare barrier without charge transfer: 1.0000 eV
electrons gained by semiconductor: -0.01156 per cell
net charge left in solved region: +5.0e-05 electrons
potential shift U deep in semiconductor: -0.2794 eV
barrier aligned at layer  1: 0.7540 eV
barrier aligned at layer  2: 0.7245 eV
barrier aligned at layer  3: 0.7214 eV
barrier aligned at layer  4: 0.7208 eV
barrier aligned at layer  6: 0.7206 eV
barrier aligned at layer  8: 0.7206 eV
barrier aligned at layer 12: 0.7206 eV
slab spectrum: E_c 0.7208 eV, E_v -0.4797 eV
first-layer alignment error: +33.2 meV
--- bare midgap offset -0.4 eV ---
bare barrier without charge transfer: 0.2000 eV
electrons gained by semiconductor: +0.00894 per cell
net charge left in solved region: +5.3e-05 electrons
potential shift U deep in semiconductor: +0.3886 eV
barrier aligned at layer  1: 0.5264 eV
barrier aligned at layer  2: 0.5772 eV
barrier aligned at layer  3: 0.5852 eV
barrier aligned at layer  4: 0.5874 eV
barrier aligned at layer  6: 0.5885 eV
barrier aligned at layer  8: 0.5886 eV
barrier aligned at layer 12: 0.5886 eV
slab spectrum: E_c 0.5889 eV, E_v -0.6116 eV
first-layer alignment error: -62.5 meV
--- layer DOS for offset +0.4 eV ---
DOS at E_F, layer  1: 1.009e-01 states/eV
DOS at E_F, layer  2: 3.275e-02 states/eV
DOS at E_F, layer  3: 1.124e-02 states/eV
DOS at E_F, layer  4: 4.062e-03 states/eV
DOS at E_F, layer  6: 6.054e-04 states/eV
DOS at E_F, layer 12: 4.116e-06 states/eV
same, layer 1, contact bond cut: 2.5e-07 states/eV
k=0 tail factor per cell, Green function: 0.49711
k=0 tail factor, complex bands: 0.49711
kappa*a at E_F: 0.3495
edge read at 0.02 states/eV: layer 1 0.000, layer 12 0.740 eV
edge read at 0.05 states/eV: layer 1 0.000, layer 12 0.765 eV
edge read at 0.10 states/eV: layer 1 0.000, layer 12 0.860 eV
largest charge difference, two methods: 1.2e-05 electrons
barrier change in larger region: -0.00 meV
final barrier: 0.7206 eV = 1.1545e-19 J
```
